# The Thomas-Fermi ion with half its electrons removed

## Problem

A free, spherical ion has nuclear charge $Z$ and $N=Z/2$ electrons. Treat it in the Thomas-Fermi model: a non-relativistic electron gas at zero temperature, held by its mean electrostatic potential, without exchange, correlation or density-gradient terms.

(a) Derive the reduced equation for the screening function $\varphi(x)$ and the boundary conditions that belong to this ion.

(b) Show that the ion ends at one finite reduced radius $x_0$, the same for every $Z$. Bracket $x_0$ analytically, then find it numerically.

(c) Verify that the potential outside the ion is the Coulomb potential of a charge $Z/2$.

(d) Evaluate the radius and the potential for a titanium ion with 11 of its 22 electrons. Estimate what the model neglects, and say where such an ion stands relative to ordinary ion implantation.

## Solution

### (a) Equation and boundary conditions

Atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$) are used up to part (d). $V(r)$ is the electrostatic potential, with $V\to0$ at infinity, so an electron has potential energy $-V$.

**Density.** In a box of volume $\Omega$, plane waves occupy $k$-space with density $\Omega/(2\pi)^3$, and each holds two spins. Filling a sphere of radius $k_F$ gives

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.$$

The model applies this locally. In the ground state the highest electron energy $\mu$ is the same at all occupied points; otherwise moving electrons from a place with higher $\mu$ to one with lower $\mu$ would reduce the energy. Thus $k_F^2/2-V=\mu$, and

$$n(r)=\frac{[2(\mu+V)]^{3/2}}{3\pi^2}\quad(\mu+V>0),\qquad n=0\quad(\mu+V\le0).$$

**Poisson's equation.** The electronic charge density is $-n$, so $\nabla^2V=4\pi n$ away from the nucleus. For a spherical potential this is

$$\frac1r\frac{d^2(rV)}{dr^2}=4\pi n .$$

Define $\varphi$ by $\mu+V=Z\varphi/r$. Then $rV=Z\varphi-\mu r$, and the linear term has no second derivative:

$$\frac Zr\frac{d^2\varphi}{dr^2}=\frac{4}{3\pi}\left(\frac{2Z\varphi}{r}\right)^{3/2}
\;\Rightarrow\;
\frac{d^2\varphi}{dr^2}=\frac{8\sqrt2}{3\pi}\,Z^{1/2}\,\frac{\varphi^{3/2}}{r^{1/2}} .$$

Put $r=bx$. Multiplying by $b^2$, and using $r^{-1/2}=b^{-1/2}x^{-1/2}$, leaves the factor $b^{3/2}\,8\sqrt2\,Z^{1/2}/(3\pi)$ on the right. It equals one if

$$b=\left(\frac{3\pi}{8\sqrt2}\right)^{2/3}Z^{-1/3}=\frac12\left(\frac{3\pi}{4}\right)^{2/3}Z^{-1/3},$$

because $(2\sqrt2)^{2/3}=2$. With primes for $d/dx$,

$$\varphi''=\frac{\varphi^{3/2}}{\sqrt x}. \tag{1}$$

**Conditions.** Near the nucleus $rV\to Z$, hence $\varphi(0)=1$. The density vanishes where $\mu+V=0$, hence $\varphi(x_0)=0$ at the edge $r_0=bx_0$. The third condition comes from the electron number. Since $4\pi r^2n=r\,d^2(rV)/dr^2$,

$$N=Z\int_0^{x_0}x\varphi''\,dx=Z\big[x\varphi'-\varphi\big]_0^{x_0}=Z\,[\,1+x_0\varphi'(x_0)\,].$$

The lower limit contributes $+1$: $\varphi''$ grows only as $x^{-1/2}$ there, which is integrable, so $\varphi'(0)$ is finite and $x\varphi'\to0$. With the degree of ionization $q=1-N/Z$,

$$\varphi(0)=1,\qquad \varphi(x_0)=0,\qquad -x_0\varphi'(x_0)=q=\tfrac12. \tag{2}$$

Three conditions on a second-order equation determine the unknown $x_0$ as well as $\varphi$. Neither (1) nor (2) contains $Z$ once $q$ is fixed, so $x_0$ depends on $q$ alone.

For a neutral atom $q=0$, and both $\varphi$ and $\varphi'$ would vanish at a finite edge. Equation (1) would then continue inward as $\varphi=0$, contradicting $\varphi(0)=1$. The neutral atom of this model therefore has no finite edge.

### (b) The finite radius

**One parameter.** Measure distance from the nucleus in units of the edge radius: $u=x/x_0$ and $\varphi=q\,g(u)$. Then $\varphi''=q\,g''/x_0^2$, while the right side of (1) is $q^{3/2}g^{3/2}/(x_0^{1/2}u^{1/2})$. Therefore

$$g''=\sqrt s\,\frac{g^{3/2}}{\sqrt u},\quad s=q\,x_0^3,\qquad g(1)=0,\quad g'(1)=-1. \tag{3}$$

The edge data are now fixed numbers. For each $s$ one integrates inward, and the remaining condition is $g(0)=1/q=2$.

**Uniqueness.** Integration by parts gives

$$\int_u^1(w-u)g''(w)\,dw=\big[(w-u)g'-g\big]_u^1=-(1-u)+g(u),$$

and so

$$g(u)=1-u+\sqrt s\int_u^1\frac{(w-u)\,g(w)^{3/2}}{\sqrt w}\,dw. \tag{4}$$

Take $s_2>s_1$, with solutions $g_2$ and $g_1$. Close to the edge both behave as $1-u$, so the larger $\sqrt s$ makes the integral larger and $g_2>g_1$ there. If the curves met again at some $u_*<1$, then $g_2>g_1$ on all of $(u_*,1)$. Equation (4) at $u_*$ would give $g_2(u_*)>g_1(u_*)$, a contradiction. Thus $g(0)$ rises strictly with $s$ and can equal 2 at most once.

**Existence.** At $s=0$, $g=1-u$ and $g(0)=1$. Equation (4) also shows $g\ge1-u$, so at $u=0$

$$g(0)\ge1+\sqrt s\int_0^1\sqrt u\,(1-u)^{3/2}du .$$

With $u=\sin^2\theta$ the integral becomes

$$2\int_0^{\pi/2}\!\sin^2\theta\cos^4\theta\,d\theta=\frac14\int_0^{\pi/2}\!\sin^22\theta\,(1+\cos2\theta)\,d\theta=\frac{\pi}{16}.$$

Hence $g(0)$ exceeds 2, if the solution reaches the nucleus at all, once $\sqrt s>16/\pi$. Since $g$ falls from the centre to the edge, a solution with $g(0)\le2$ stays below 2 everywhere. A bounded solution changes continuously with $s$, so $g(0)$ cannot jump over 2 as $s$ increases from zero. It takes the value 2 at one finite $s$, and $x_0=(s/q)^{1/3}$ is finite.

**Bounds.** Because $g''\ge0$, the solution lies above its tangent at the edge and below the chord joining its end points:

$$1-u\le g(u)\le\frac{1-u}{q}.$$

Setting $u=0$ in (4) gives

$$\frac{1-q}{q}=\sqrt q\,x_0^{3/2}I,\qquad I=\int_0^1\sqrt u\,g^{3/2}du,\qquad \frac{\pi}{16}\le I\le\frac{\pi}{16\,q^{3/2}} .$$

Solving for $x_0^{3/2}$ with each limit of $I$,

$$\frac{16(1-q)}{\pi}\le x_0^{3/2}\le\frac{16(1-q)}{\pi q^{3/2}}. \tag{5}$$

For $q=\tfrac12$ the left side is $8/\pi=2.546$ and the right side is $2^{3/2}$ times larger, so $1.865\le x_0\le3.730$.

**Numerical value.** The factor $x^{-1/2}$ in (1) is awkward at the nucleus. With $t=\sqrt x$, $dx=2t\,dt$, and

$$\frac{d\varphi}{dt}=2t\,\varphi',\qquad \frac{d\varphi'}{dt}=2t\,\frac{\varphi^{3/2}}{t}=2\varphi^{3/2},$$

which is regular at $t=0$. Choose $x_0$ inside the bracket, start at $t=\sqrt{x_0}$ with $\varphi=0$ and $\varphi'=-1/(2x_0)$, integrate to $t=0$, and adjust $x_0$ until $\varphi(0)=1$. Since $\varphi(0)=q\,g(0)$ increases with $x_0$, root bracketing is safe. The result is

$$\boxed{x_0=2.9518},\qquad \varphi'(0)=-1.6074,\qquad\varphi'(x_0)=-0.1694 .$$

The solution can be checked by hand near the nucleus. Write $\varphi=1-Bx+\dots$ with $B=1.6074$. The leading term $\varphi''=x^{-1/2}$ integrates twice to $\tfrac43x^{3/2}$. Inserting $1-Bx+\tfrac43x^{3/2}$ into $\varphi^{3/2}$ adds $-\tfrac32Bx^{1/2}+2x$ to $\varphi''$, which gives

$$\varphi=1-Bx+\tfrac43x^{3/2}-\tfrac25Bx^{5/2}+\tfrac13x^3+\dots$$

At $x=0.2952$ the terms are $1-0.47451+0.21385-0.03044+0.00858=0.7175$. The integration gives $0.7178$. Carrying the same insertion further gives the next two terms, $\tfrac{3}{70}B^2x^{7/2}$ and $-\tfrac{2}{15}Bx^4$. Here they are $+0.0015$ and $-0.0016$ and nearly cancel, so the agreement is closer than the size of the first omitted term would suggest.

A separate calculation avoids the reduced equation. It starts from the density formula and the Coulomb potential of that density, fixes $N=Z/2$, and iterates until the two agree. The point where $\mu+V$ vanishes, divided by $b$, is $2.95183$ for both $Z=22$ and $Z=60$. This confirms the value, the length unit and the independence of $Z$.

**Other degrees of ionization.** The same integration gives $x_0=5.049$, $2.952$, $1.689$ and $0.686$ for $q=0.3$, $0.5$, $0.7$ and $0.9$. As $q\to1$ the two bounds in (5) merge, and $x_0\to[16N/(\pi Z)]^{2/3}$. Multiplication by $b$ gives

$$r_0\to\frac12\left(\frac{3\pi}{4}\cdot\frac{16}{\pi}\right)^{2/3}\frac{N^{2/3}}{Z}=\frac{12^{2/3}}{2}\,\frac{N^{2/3}}{Z}=18^{1/3}\,\frac{N^{2/3}}{Z}.$$

This limit has a direct meaning: for $N\ll Z$ the repulsion between the electrons is weak compared with the attraction of the nucleus. Filling hydrogen-like shells, each with $2\nu^2$ states, up to a large $\nu$ takes $N\simeq2\nu^3/3$ electrons. The top energy $-Z^2/(2\nu^2)$ equals the potential energy $-Z/r_0$ at the outer turning point of the radial motion with negligible angular momentum, so $r_0=2\nu^2/Z=2(3N/2)^{2/3}/Z=18^{1/3}N^{2/3}/Z$, as before. At $q=0.9$ the limiting formula gives $x_0=0.638$, which is 7% below the computed $0.686$. For the half-stripped ion it gives $1.865$, far too small, because the electrons' repulsion is then substantial.

### (c) The exterior potential

Outside the edge $n=0$, so $d^2(rV)/dr^2=0$ and

$$rV=A+Cr\qquad(r\ge r_0).$$

The condition $V\to0$ at infinity requires $C=0$. To find $A$, match $rV$ and its slope at $r_0$. Both are continuous, because a finite density places no charge sheet on the edge. Inside, $rV=Z\varphi-\mu r$, and by (2)

$$\frac{d(rV)}{dr}\bigg|_{r_0}=\frac{Z\varphi'(x_0)}{b}-\mu=-\frac{qZ}{r_0}-\mu .$$

The outside slope is zero, so $\mu=-qZ/r_0$. The value itself gives $A=-\mu r_0=qZ$. Therefore, for $N=Z/2$,

$$\boxed{V(r)=\frac{Z/2}{r}\quad(r\ge r_0)},\qquad \mu=-\frac{Z}{2r_0}.$$

In SI units the potential is $(Z/2)e/(4\pi\varepsilon_0r)$. The solution is consistent: outside, $\mu+V=qZ(1/r-1/r_0)<0$, so the density rule gives no electrons there.

The function $\varphi$ measures the potential from its value at the edge. The full screening function, the ratio of $V$ to the bare nuclear potential $Z/r$, is

$$\chi(x)=\frac{rV}{Z}=\varphi(x)+\frac{q\,x}{x_0}\quad(x\le x_0),\qquad \chi=q\quad(x\ge x_0). \tag{6}$$

Halfway to the edge, $\varphi=0.2723$ and $\chi=0.2723+0.25=0.5223$. Most of the screening is already complete, although $\varphi$ is still far from zero. Near the edge, (4) with $\delta=1-u$ and $g\simeq\delta$ gives

$$\chi-q=q\,[g-(1-u)]\simeq q\sqrt s\int_0^\delta(\delta-y)\,y^{3/2}dy=\frac{4}{35}\,q\sqrt s\,\delta^{7/2},$$

since the integral is $(\tfrac25-\tfrac27)\delta^{7/2}$. Here $s=\tfrac12(2.9518)^3=12.86$. At three quarters of the edge radius, $\delta=0.25$, the estimate is $0.0016$, and the full solution gives $0.0017$. The high power of $\delta$ explains why the potential is almost Coulombic well before the edge.

### (d) A titanium ion

For $Z=22$, $b=0.88534\times22^{-1/3}=0.3160$ bohr $=0.01672$ nm. Hence

$$r_0=0.01672\ \text{nm}\times2.9518=0.0494\ \text{nm}.$$

With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, the highest electron energy is

$$\mu=-\frac{11\times1.440\ \text{eV nm}}{0.04935\ \text{nm}}=-321\ \text{eV}.$$

The potential follows from $V=\chi\times22\times1.440/r$, with $r$ in nm and $V$ in volts:

| $r$ (nm) | $\chi$ | $V$ (V) |
|---|---|---|
| 0.005 | 0.766 | 4850 |
| 0.010 | 0.650 | 2060 |
| 0.020 | 0.544 | 861 |
| 0.040 | 0.501 | 397 |
| 0.100 | 0.500 | 158 |

In this model, a proton held at 0.01 nm thus has a potential energy of about 2.06 keV if the electron cloud is kept fixed; the Hartree-Fock calculation described below gives 2.03 keV. A collision with a whole atom needs a further treatment, because that atom brings its own electrons.

As a check on (c), the Coulomb integral over the electron density was evaluated over radius and angle at $1.1$, $1.5$ and $3$ times $r_0$, without assuming that a spherical shell acts as a central charge. Each point gave $rV=11.000000$ in units of $e$.

**Limits of the local electron gas.** The model needs a potential that varies slowly over an electron wavelength, roughly $k_Fr\gg1$. Close to the nucleus $k_F\simeq\sqrt{2Z/r}$, so this means $r\gg1/(2Z)$. With screening included, $k_Fr=\sqrt{2Z\varphi r}$. For this ion it is 1.7 at 0.005 nm, reaches a maximum of about 2.4 near 0.02 nm, and falls to zero at the edge, where a real ion has a quantum tail. The condition is therefore nowhere well satisfied, and the accuracy has to be tested against a better calculation. The Hartree-Fock calculation described next does this. At the five radii of the table above, its potential differs from the Thomas-Fermi one by at most 1.3%.

An unrestricted Hartree-Fock calculation for the same ion, in a large basis of $s$ and $p$ functions, sizes this error. It includes exchange, shell structure and the tail, but neither correlation nor relativity. It places $0.38$ electron beyond $r_0$. Their effect on the potential is smaller than that number suggests. For any spherical ion, with $dN'$ the number of electrons between $r'$ and $r'+dr'$,

$$rV=Z-\int_0^r dN'-r\int_r^\infty\frac{dN'}{r'}=Z-N+\int_r^\infty\left(1-\frac r{r'}\right)dN'.$$

Electrons just outside $r$ have little weight. The values of $rV$, in units of $e$, are:

| $r/r_0$ | Thomas-Fermi | Hartree-Fock |
|---|---|---|
| 0.5 | 11.491 | 11.551 |
| 1.0 | 11.000 | 11.067 |
| 1.5 | 11.000 | 11.005 |
| 2.0 | 11.000 | 11.000 |

The Thomas-Fermi potential is 0.6% below the Hartree-Fock one at the edge and 0.04% below it at $1.5r_0$. The sharp radius is a feature of the model, whereas the approach to the charge $Z-N$ survives. The energy of the outermost electron is less accurate: $\mu=-321$ eV is 11% deeper than the Hartree-Fock $3s$ energy of $-290$ eV. The parameter that governs relativistic corrections is $(\alpha Z)^2=0.026$, where $\alpha$ is the fine-structure constant. The corrections themselves are smaller: with scalar relativistic terms included, the Hartree-Fock $1s$ energy becomes 0.6% deeper, and the potential at 0.01 nm falls by 0.15%.

**Relation to implantation.** An ion moving through matter tends to lose electrons that are slower than itself. As a rough criterion, set the ion's speed equal to that of an electron with kinetic energy $|\mu|$. For a Ti mass of 47.87 u, about $8.73\times10^4$ electron masses, the ion energy is

$$E\simeq321\ \text{eV}\times8.73\times10^4\approx28\ \text{MeV}.$$

Ordinary implants, at tens to hundreds of keV, lie far below this, so half stripping is not a suitable description of them inside the target; there it belongs to fast beams of tens of MeV. An ion source can also deliver a slow ion with this charge, but such an ion soon captures electrons in a solid. Inside a solid, the assumption that fails is isolation. At distance $r$ the field of the passing ion lasts for a time of about $r/v$, and the target electrons respond in about $1/\omega_p$, where $\omega_p$ is their plasma frequency. Behind the ion they leave an oscillating wake; ahead of it and to its sides they screen it beyond roughly $v/\omega_p$. For the speed above, 4.86 atomic units, and a round plasmon energy of 20 eV, this length is 0.35 nm, seven times $r_0$. For an estimate, treat the target as an undamped electron plasma with dielectric function $1-\omega_p^2/\omega^2$ and the ion as a moving point charge. At points beside the ion, the linear response then lowers the potential by a fraction that approaches $\tfrac{\pi}{2}\,r\omega_p/v$ at small $r$. Evaluated in full, it is about 20% at $r_0$ and 38% at 0.1 nm. These figures are rough, because linear response assumes that the electrons are displaced only slightly. A free electron passing a point charge of 11 at this speed is drawn in by about a third of its original distance at $r_0$, and by about a fifth at 0.1 nm, by the time it is beside the ion. Within the model, the Coulomb tail of charge $Z/2$ thus holds at every distance beyond $r_0$ for the free ion. In a solid it is only a rough guide even just outside the edge, where this estimate already lowers the potential beside the ion by about 20%, and it becomes worse farther out. The numerical output lists the speed and the screening length used here.

## Computed values

```
Reduced problem, q = 1/2 (dimensionless)
bounds on x0: 1.8648 to 3.7296
x0 from inward integration: 2.951825
x0 from self-consistent density, Z=22: 2.95183
x0 from self-consistent density, Z=60: 2.95183
slope phi'(0): -1.607410
slope phi'(x0): -0.169387
x0 for q=0.3: 5.0487
x0 for q=0.5: 2.9518
x0 for q=0.7: 1.6893
x0 for q=0.9: 0.6858
x=0.2952: phi=0.71779, chi=0.76779
x=0.7380: phi=0.48914, chi=0.61414
x=1.4759: phi=0.27232, chi=0.52232
x=2.2139: phi=0.12674, chi=0.50174
Ti ion: Z=22, N=11, charge=11 e
length unit b: 0.016720 nm
edge radius r0: 0.04935 nm = 0.9327 bohr
highest electron energy mu: -320.93 eV
electrons from integrated density: 11.000000
r*V at 1.1 r0 by quadrature: 11.000000 e
r*V at 1.5 r0 by quadrature: 11.000000 e
r*V at 3.0 r0 by quadrature: 11.000000 e
r=0.00500 nm: chi=0.7658, V=4851.9 V
r=0.01000 nm: chi=0.6498, V=2058.4 V
r=0.02000 nm: chi=0.5438, V=861.4 V
r=0.04000 nm: chi=0.5006, V=396.5 V
r=0.04935 nm: chi=0.5000, V=320.9 V
r=0.10000 nm: chi=0.5000, V=158.4 V
Neglected effects, same Ti ion
Hartree-Fock electrons beyond r0: 0.383
r*V at 0.5 r0: TF 11.491 e, HF 11.551 e
r*V at 1.0 r0: TF 11.000 e, HF 11.067 e
r*V at 1.5 r0: TF 11.000 e, HF 11.005 e
r*V at 2.0 r0: TF 11.000 e, HF 11.000 e
Hartree-Fock 3s energy: -289.5 eV
relativity, (alpha Z)^2: 0.0258
Ti mass: 47.867 u
matching speed: 4.86 atomic units
rough beam energy for half stripping: 28 MeV
round plasmon energy of a solid: 20 eV
target screening length v/omega_p: 0.35 nm
```
